\section*{Alignment revivals of kicked linear rotors and nuclear spin weights}

\section{Problem}

A gas of rigid linear rotors is in thermal equilibrium at temperature $T$. Each rotor has the energies
\begin{equation}
E_J=hcB\,J(J+1),\qquad J=0,1,2,\dots,
\end{equation}
where the rotational constant $B$ is a wavenumber. At $t=0$ a short, linearly polarized, nonresonant laser pulse of fluence $F$ passes through the gas. The angle between a rotor's axis and the polarization is $\theta$, and the alignment is $A(t)=\langle\cos^2\theta\rangle$, equal to $1/3$ for an isotropic gas.

\begin{enumerate}
\item Find the state just after the pulse and the period of $A(t)$.
\item Find what happens at one half and one quarter of that period, and how the nuclear spin weights $g_e$ and $g_o$ of even and odd $J$ enter.
\item Evaluate the quarter-period signal for $B=200\ \mathrm{m^{-1}}$, $T=100\ \mathrm{K}$, $F=10^4\ \mathrm{J/m^2}$ and a polarizability anisotropy $\Delta\alpha=4\pi\varepsilon_0\times10^{-30}\ \mathrm{m^3}$, for distinct nuclei and for identical nuclei of spin $I=0,\frac12,1,\frac32$.
\end{enumerate}

These are round model parameters. Collisions, centrifugal distortion, and vibrational and electronic excitation are left out, and the fluence is the same for all rotors.

\section{First estimate by scaling}

The field $E(t)$ induces a dipole, with interaction energy
\begin{equation}
V=-\tfrac12E^2(t)\left(\alpha_\perp+\Delta\alpha\cos^2\theta\right).
\end{equation}
The term in $\alpha_\perp$ does not depend on angle and exerts no torque. The torque of the other term, integrated over the pulse, changes the angular momentum conjugate to $\theta$ by
\begin{equation}
\Delta L=-\hbar P\sin2\theta,\qquad P=\frac{\Delta\alpha}{2\hbar}\int E^2\,dt .
\end{equation}
The number $P$ thus measures the kick in units of $\hbar$.

With $B=\hbar/(4\pi c\mathcal I)$ for moment of inertia $\mathcal I$, the kick adds an angular velocity of order $P\hbar/\mathcal I=4\pi cBP$. Thermal rotation spoils the common motion. Define
\begin{equation}
a=\frac{hcB}{k_BT}.
\end{equation}
For $a\ll1$ typical thermal values are $J\sim a^{-1/2}$, with angular velocity $4\pi cB\,a^{-1/2}$. The rotors turn through about one radian in
\begin{equation}
t_d\sim\frac{\sqrt a}{4\pi cB},
\end{equation}
and in this time the kick has turned them towards the polarization by about $4\pi cBP\,t_d=P\sqrt a$. The alignment should therefore change by a number of order $P\sqrt a$ and then fade within a few $t_d$.

Quantization brings it back. The alignment beats at the frequencies $(E_{J+2}-E_J)/h=Bc(4J+6)$, spaced by $4Bc$, so neighbouring beats regain their relative phase after $1/(4Bc)$. Beats of one parity of $J$ are spaced by $8Bc$ and rephase already after $1/(8Bc)$, but the two parities then differ by half a cycle and oppose each other. This suggests a signal there proportional to the difference of the spin weights. Spacings alone do not give its sign, its shape or its size, nor do they say whether the signal at $1/(4Bc)$ is a true repetition.

\section{Exact solution}

\subsection{The kick}

If the rotor hardly turns during the pulse, $H_0$ can be dropped while the field acts. The remaining $V$ at different times are functions of the same angle and commute, so the propagator is the exponential of the time integral. Up to a phase common to all states,
\begin{equation}
U=e^{iP\cos^2\theta}.
\end{equation}
For a plane wave $F=\varepsilon_0c\int E^2dt$, hence
\begin{equation}
P=\frac{\Delta\alpha\,F}{2\varepsilon_0c\hbar}.
\end{equation}
No separate average over optical cycles is needed, because the fluence already contains the integral of the oscillating $E^2$.

Before the pulse each state $|JM\rangle$ has the population
\begin{equation}
p_J=\frac{g_J}{Z}e^{-aJ(J+1)},\qquad
Z=\sum_Jg_J(2J+1)e^{-aJ(J+1)} .
\end{equation}
The operator $C=\cos^2\theta$ is unchanged by rotation about the polarization and by inversion of the axis. It conserves $M$ and the parity of $J$, and so does $U$. Even and odd rotors form two independent ensembles.

\subsection{Beats, period and inversion}

Since $C$ is a combination of Legendre polynomials of degree 0 and 2, it joins $J$ to $J$ and $J\pm2$ alone. The density-matrix element $\rho_{J,J+2}$ evolves with the factor $e^{i(E_{J+2}-E_J)t/\hbar}$. With
\begin{equation}
T_{\rm rev}=\frac1{2Bc},\qquad
\frac{E_{J+2}-E_J}{\hbar}=2\pi Bc(4J+6)=\frac{2\pi(2J+3)}{T_{\rm rev}},
\end{equation}
the trace of $\rho(t)C$ is
\begin{align}
A(t)&=A_0+\mathrm{Re}\sum_JC_J\,e^{2\pi i(2J+3)t/T_{\rm rev}},\\
C_J&=2\sum_M\langle J{+}2,M|C|JM\rangle\,\rho^{M}_{J,J+2}(0^+).
\end{align}
The constant $A_0$ comes from the elements diagonal in $J$ and is the time average. The factor 2 joins each coherence with its complex conjugate.

Every beat is an odd harmonic of $1/T_{\rm rev}$. After $T_{\rm rev}$ all phases have advanced by multiples of $2\pi$, so the signal repeats. After $T_{\rm rev}/2$ each phase has advanced by an odd multiple of $\pi$, so
\begin{equation}
A(t+T_{\rm rev}/2)-A_0=-\left[A(t)-A_0\right].
\end{equation}
This holds for any kick strength and any spin weights.

\subsection{The quarter period}

Split the sum over $J$ into its even part $W_e(t)$ and odd part $W_o(t)$, so that $A-A_0=\mathrm{Re}(W_e+W_o)$. A shift by $T_{\rm rev}/4$ multiplies each term by
\begin{equation}
e^{i\pi(2J+3)/2}=e^{3\pi i/2}e^{i\pi J}=-i(-1)^J .
\end{equation}
As $\mathrm{Re}(-iW)=\mathrm{Im}\,W$,
\begin{equation}
A(T_{\rm rev}/4+t)-A_0=\mathrm{Im}\left[W_e(t)-W_o(t)\right].
\end{equation}
The parities enter with opposite signs, and the factor $i$ gives the quarter revival a different shape from the full one.

\subsection{Spin weights}

Let the two nuclei be identical, in an electronic and vibrational state unchanged by their exchange (closed shell, $^1\Sigma_g^+$). Exchange then multiplies the rotational function by $(-1)^J$. Of the $(2I+1)^2$ spin product states, the $2I+1$ with $m_1=m_2$ are symmetric. The other states form $I(2I+1)$ pairs, each giving one symmetric and one antisymmetric combination. The totals are
\begin{equation}
N_s=(I+1)(2I+1),\qquad N_a=I(2I+1).
\end{equation}
For integer $I$ the total state is symmetric, so even $J$ takes $N_s$ and odd $J$ takes $N_a$. For half-integer $I$ the assignment is reversed. Therefore
\begin{equation}
\kappa\equiv\frac{g_e-g_o}{g_e+g_o}=\frac{(-1)^{2I}}{2I+1},
\end{equation}
while $\kappa=0$ for distinct nuclei.

\subsection{Weak kick}

To first order $U=1+iPC$, and with $C(t)=e^{iH_0t/\hbar}Ce^{-iH_0t/\hbar}$,
\begin{equation}
A(t)=\langle C\rangle+iP\langle[C(t),C]\rangle .
\end{equation}
The first term is $1/3$, as the initial gas is isotropic. For one state,
\begin{equation}
\langle JM|[C(t),C]|JM\rangle=-2i\sum_{J'}|C_{J'J}|^2\sin\frac{(E_{J'}-E_J)t}{\hbar}.
\end{equation}
The term $J'=J+2$ enters with $p_J$. The term $J'=J-2$, relabelled by $J\to J+2$, describes the same beat with $p_{J+2}$ and the opposite sign. Hence
\begin{equation}
A(t)=\frac13+2P\sum_J(p_J-p_{J+2})S_J\sin\frac{2\pi(2J+3)t}{T_{\rm rev}},
\end{equation}
where $S_J=\sum_M|\langle J{+}2,M|C|JM\rangle|^2$.

Using the recursion of the spherical harmonics for $\cos\theta$ twice gives
\begin{equation}
S_J=\sum_{M=-J}^{J}\frac{[(J+1)^2-M^2][(J+2)^2-M^2]}{(2J+1)(2J+3)^2(2J+5)} .
\end{equation}
The sums needed are $\sum M^2=J(J+1)(2J+1)/3$ and $\sum M^4=J(J+1)(2J+1)(3J^2+3J-1)/15$. The summed numerator is
\begin{align}
&\tfrac{(2J+1)(J+1)}{15}\big[15(J+1)(J+2)^2-5J(2J^2+6J+5)\notag\\
&\hspace{6em}+J(3J^2+3J-1)\big]\notag\\
&=\tfrac{(2J+1)(J+1)}{15}\left(8J^3+48J^2+94J+60\right)\notag\\
&=\tfrac{2}{15}(2J+1)(J+1)(J+2)(2J+3)(2J+5),
\end{align}
so that
\begin{equation}
S_J=\frac{2}{15}\,\frac{(J+1)(J+2)}{2J+3}.
\end{equation}

\subsection{Closed form for a warm gas}

Put $n=2J+3$. Then $J(J+1)=[(n-2)^2-1]/4$, $(J+2)(J+3)=[(n+2)^2-1]/4$ and $S_J=(n^2-1)/(30n)$. The product of Boltzmann difference and $S_J$ is
\begin{equation}
f(n)=\frac{n^2-1}{15n}\sinh(an)\,e^{-a(n^2+3)/4}
\simeq\frac{a(n^2-1)}{15}e^{-an^2/4},
\end{equation}
because $n\sim a^{-1/2}$ makes $an$ small when $a\ll1$.

Take even $J$ alone ($I=0$), at $t=T_{\rm rev}/4+t'$, and let $s=2\pi t'/T_{\rm rev}$. For odd $n$, $\cos(n\pi/2)=0$ and $\sin(n\pi/2)=-(-1)^J$, so each sine becomes $-\cos(sn)$. The values of $n$ are 4 apart; the sum becomes one quarter of an integral, with $n^2-1\simeq n^2$. Differentiating $\int_0^\infty e^{-bn^2}\cos(sn)\,dn=\frac12\sqrt{\pi/b}\,e^{-s^2/4b}$ with respect to $b$ and setting $b=a/4$,
\begin{equation}
\int_0^\infty n^2e^{-an^2/4}\cos(sn)\,dn=\frac{2\sqrt\pi}{a^{3/2}}\left(1-\frac{2s^2}{a}\right)e^{-s^2/a}.
\end{equation}
The partition sum of one parity is $\frac12\int_0^\infty(2J+1)e^{-aJ(J+1)}dJ=1/(2a)$. Collecting factors,
\begin{equation}
2P\cdot2a\cdot\frac14\cdot\frac a{15}\cdot\frac{2\sqrt\pi}{a^{3/2}}=\frac{2P}{15}\sqrt{\pi a}.
\end{equation}
Odd $J$ gives the same with opposite sign. Weighting the two by their populations, in the ratio $g_e:g_o$ when $a\ll1$,
\begin{equation}
A-\frac13\simeq-\kappa\,\frac{2P}{15}\sqrt{\pi a}\left(1-\frac{2s^2}{a}\right)e^{-s^2/a}.
\end{equation}
This is the quarter revival to leading order in $P$ and $a$. For $\kappa>0$ it is a dip with a maximum on either side. With $u=s^2/a$, the extremum of $(1-2u)e^{-u}$ at $u=3/2$ has the value $-2e^{-3/2}=-0.45$, so each side maximum has 0.45 of the depth of the dip.

For equal weights a remainder survives. At $t'=0$ it contains
\begin{equation}
\sum_J(-1)^Jf\simeq\frac a{15}\sum_J(-1)^J\,4(J+1)(J+2)\,e^{-an^2/4}.
\end{equation}
Euler's transformation, $\sum(-1)^Jq_J=\frac12q_0-\frac14\Delta q_0+\frac18\Delta^2q_0-\dots$, with $q_J=4(J+1)(J+2)=8,24,48,\dots$ gives $4-4+1=1$. The slow Gaussian changes this by a relative amount of order $a$. With $Z=1/a$ for $g_e=g_o=1$,
\begin{equation}
A(T_{\rm rev}/4)-\frac13\simeq-\frac{2P}{15}a^2 ,
\end{equation}
smaller than the dip for $I=0$ by the factor $a^{3/2}/\sqrt\pi$. The cancellation is very good in a warm gas, but not complete.

\section{Comparison for the model gas}

The data give $\Delta\alpha=1.113\times10^{-40}\ \mathrm{C\,m^2/V}$ and
\begin{align}
P&=\frac{(1.113\times10^{-40})(10^4)}{2\varepsilon_0c\hbar}=1.99,\\
a&=\frac{hc\,(200\ \mathrm{m^{-1}})}{k_B\,(100\ \mathrm K)}=0.0288,\\
T_{\rm rev}&=\frac1{2(200\ \mathrm{m^{-1}})c}=8.34\ \mathrm{ps}.
\end{align}
Since $P$ exceeds 1, $U$ is not close to $1+iPC$, and the first-order result needs a check. The full signal was therefore computed by diagonalizing $\cos^2\theta$ for each $M$ in the basis $J\le45$, applying $U$ to the thermal density matrix, and evaluating the trace at 2400 times per period.

The scaling estimate gives $P\sqrt a=0.34$ and $t_d=\sqrt a\,T_{\rm rev}/2\pi=0.23\ \mathrm{ps}$. For distinct nuclei the computed alignment first peaks at $0.13\ \mathrm{ps}$, with $A=0.399$, a rise of 0.066 above $1/3$. The time is right within a factor of two; the size is too large by a factor of five. Part of this is the angular average: the initial rate of $A$ is $4\pi cBP\langle\sin^22\theta\rangle$, and $\langle\sin^22\theta\rangle=4(\frac13-\frac15)=\frac8{15}$. At the quarter revival for $I=0$ the complete coefficient of $P\sqrt a$ is $2\sqrt\pi/15=0.24$.

The estimate of a return after $1/(4Bc)=4.17\ \mathrm{ps}$ is right in time, but the signal there is inverted, so the true period is twice as long. With $A_0=0.3373$, the full revival spans 0.2718 to 0.3995 and the half revival 0.2751 to 0.4029. Reflection about $A_0$ turns one range into the other: $2(0.3373)-0.2718=0.4028$, equal to the computed maximum within rounding. The excess $A_0-1/3=0.0040$ is a lasting alignment. It is absent at first order, where every correction oscillates.

For the quarter revival, the table lists $A(T_{\rm rev}/4)$ and a contrast measured on the whole trace. The contrast is the least-squares factor by which the $I=0$ trace of $A-A_0$ must be multiplied to match the given one, within $0.08\,T_{\rm rev}$ on either side of $T_{\rm rev}/4$.

\begin{center}
\begin{tabular}{lcccc}
nuclei & $g_e:g_o$ & $A(T_{\rm rev}/4)$ & contrast & $\kappa$\\
distinct & $1:1$ & 0.3371 & $0.000$ & $0$\\
$I=0$ & $1:0$ & 0.2604 & $1$ & $1$\\
$I=1/2$ & $1:3$ & 0.3755 & $-0.500$ & $-1/2$\\
$I=1$ & $2:1$ & 0.3115 & $0.333$ & $1/3$\\
$I=3/2$ & $3:5$ & 0.3563 & $-0.250$ & $-1/4$
\end{tabular}
\end{center}

The contrast for $I=0$ is 1 by definition. The others follow the spin law although at $P\approx2$ the operator $U$ is far from the form $1+iPC$ used in deriving it. The signal itself is still close to its first-order value, as the next comparison shows. In a warm gas of $^1\Sigma_g^+$ rotors, integer spins give a dip and half-integer spins a peak. The assignment reverses if the electronic state changes sign under exchange: $^{16}\mathrm{O}_2$ ($I=0$, $^3\Sigma_g^-$) has only odd rotational levels, which corresponds to $\kappa=-1$ and a peak.

For $I=0$ the full calculation gives $A(T_{\rm rev}/4)-A_0=-0.0770$. The weak-kick sum gives $-0.0786$ and the closed form
\begin{equation}
-\frac{2(1.987)}{15}\sqrt{\pi(0.02878)}=-0.0797 .
\end{equation}
Relative to the full result these are too deep by 2\% and 3\%. The largest value near the quarter revival is 0.3741, which is 0.0367 above $A_0=0.3374$, or 0.48 of the depth. This is the maximum before $T_{\rm rev}/4$; the one after it reaches only 0.425 of the depth. The closed form gives 0.45 on both sides, and for a weak kick the two are equal. For distinct nuclei the predicted remainder is $-2(1.987)(0.02878)^2/15=-0.00022$, and the computed one is $-0.00020$, about 8\% smaller in size. Most of this gap is of higher order in $P$: for a weak kick it is 1\%.

\section{Other fractions, a cold gas, and limits of validity}

At $T_{\rm rev}/8$ the phase factor is $e^{i\pi(2J+3)/4}$, which changes sign when $J$ grows by 2. Successive beats of the same parity then cancel if their amplitudes vary slowly with $J$, even when one parity is absent. For $I=0$ the peak-to-peak swing within $0.03\,T_{\rm rev}$ of this time is 0.8\% of the swing at the quarter revival. In this warm gas unequal spin weights thus bring out the quarter revivals, but no appreciable revival at $T_{\rm rev}/8$. In a colder gas the revivals are broader, with a width proportional to $\sqrt a$, and the signal near $T_{\rm rev}/8$ is no longer flat: the same ratio is about 13\% at 30 K.

In a cold gas, $a\gg1$, the spin law fails. If equilibrium puts all rotors in $J=0$, then $p_0=1$, $S_0=4/45$, and a weak kick gives
\begin{equation}
A(t)=\frac13+\frac{8P}{45}\sin\frac{6\pi t}{T_{\rm rev}} .
\end{equation}
The weights have dropped out, and at $T_{\rm rev}/4$ the full dip $-8P/45$ appears even for $g_e=g_o$. If instead even and odd rotors cannot interconvert during cooling, fractions $w_e$ and $w_o$ end in $J=0$ and $J=1$. Each of the three $J=1$ states has population $w_o/3$, and $S_1=4/25$, so
\begin{equation}
A(T_{\rm rev}/4)-\frac13=-\frac{8P}{45}w_e+\frac{8P}{75}w_o .
\end{equation}
Equal fractions do not cancel here either, since the two beats differ in strength.

The sudden limit needs a pulse short compared with the beats. To first order in $P$, a Gaussian pulse whose intensity has standard deviation $\sigma$ multiplies a beat of angular frequency $\omega$ by $e^{-\omega^2\sigma^2/2}$. A full width at half maximum of 50 fs means $\sigma=21\ \mathrm{fs}$, and a typical $n\sim2/\sqrt a\approx12$ gives $\omega\sigma\approx0.19$, a loss of about 2\%. Replacing the pulse by 61 partial kicks with free rotation between them gives, for distinct nuclei and once the pulse is over, a largest deviation from the sudden signal of 2.6\% for 50 fs and 0.6\% for 25 fs, relative to the largest excursion from $A_0$. While the pulse is still acting the deviation is larger, about 10\% and 5\% at its centre, because the alignment already grows during the first half of the pulse.

Centrifugal distortion makes the beat frequencies depart from odd multiples of $2Bc$, so later revivals spread, and collisions damp the coherences. The periodicity found here belongs to the rigid, isolated rotor.
